# Class-J voltage waveforms at class-B output power and efficiency

## The problem at the drain

An ideal class-B amplifier biases its transistor at threshold, so that drain current flows for half of each cycle. The load is resistive at the fundamental and a short circuit at every harmonic. At gigahertz frequencies the second-harmonic short is hard to provide, because the series inductance of bond wires and leads lies between the current generator and any external short. A reactive second-harmonic load is easier to realise, but it produces a second-harmonic voltage, and that voltage could drive the drain below zero or cost power.

The class-J family avoids both problems by pairing the reactive second harmonic with a matching reactance at the fundamental. This appendix proves that property, derives the loads and the peak voltage, and sizes the main departures for a gallium nitride transistor.

## Waveforms and statement

Let \(x=\omega t\), where \(\omega\) is the angular frequency of the fundamental. The current entering the drain is

\[
i(x)=I_m\max(\cos x,0),
\]

and the drain voltage is

\[
v(x)=V_d(1-\cos x)(1-b\sin x),
\]

where \(I_m\) is the peak current, \(V_d\) the supply voltage and \(b\) a real number. The current maximum and the voltage zero coincide at \(x=0\). Both waveforms refer to the internal current generator, so the output capacitance counts as part of the load. The generator sets the current whatever the voltage, provided \(v\ge0\). The supply feeds the drain through a lossless choke.

**Statement.** At fixed \(V_d\) and \(I_m\), the fundamental output power is \(V_dI_m/4\), the supply power is \(V_dI_m/\pi\), and the efficiency is \(\pi/4\), for every \(b\). The voltage is non-negative throughout the cycle if and only if \(-1\le b\le1\).

The range of \(b\) is thus needed for the transistor to be able to produce the waveform, not for the power balance. The case \(b=0\) is class B.

## Harmonics of the voltage

Multiplying out the two factors gives

\[
\frac{v}{V_d}=1-\cos x-b\sin x+b\sin x\cos x .
\]

Since \(\sin x\cos x=\tfrac12\sin2x\),

\[
\frac{v}{V_d}=1-\cos x-b\sin x+\frac b2\sin2x .
\]

A periodic function is written here as \(f=F_0+\sum_{n\ge1}\mathrm{Re}(F_ne^{jnx})\). In this convention \(\cos nx\) has phasor \(1\), and \(\sin nx=\mathrm{Re}(-je^{jnx})\) has phasor \(-j\). Therefore

\[
V_0=V_d,\qquad V_1=V_d(-1+jb),\qquad V_2=-\frac{jb}{2}V_d,
\]

and \(V_n=0\) for \(n\ge3\). The mean voltage equals the supply voltage, as a lossless choke requires.

## Harmonics of the current

The current is even in \(x\), so its phasors are real. Its mean is

\[
I_0=\frac{I_m}{2\pi}\int_{-\pi/2}^{\pi/2}\cos x\,dx=\frac{I_m}{\pi}.
\]

For the fundamental, \(\cos^2x=\tfrac12(1+\cos2x)\), and the \(\cos2x\) part integrates to zero over this interval:

\[
I_1=\frac{I_m}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2x\,dx
=\frac{I_m}{\pi}\,\frac{\pi}{2}=\frac{I_m}{2}.
\]

For \(n\ge2\), \(\cos x\cos nx=\tfrac12[\cos(n+1)x+\cos(n-1)x]\) gives

\[
I_n=\frac{I_m}{\pi}\left[\frac{\sin\frac{(n+1)\pi}{2}}{n+1}+\frac{\sin\frac{(n-1)\pi}{2}}{n-1}\right].
\]

At \(n=2\) the bracket is \(-\tfrac13+1=\tfrac23\), so \(I_2=2I_m/(3\pi)\). For odd \(n\ge3\) both sines vanish. At \(n=4\) the bracket is \(\tfrac15-\tfrac13=-\tfrac2{15}\): the higher even harmonics are present, but smaller.

## Power and efficiency

The average power entering the transistor at harmonic \(n\) is \(\tfrac12\mathrm{Re}(V_nI_n^*)\). The power delivered to the load has the opposite sign:

\[
P_n=-\tfrac12\mathrm{Re}(V_nI_n^*).
\]

For the fundamental,

\[
P_1=-\frac12\,\mathrm{Re}\left[V_d(-1+jb)\frac{I_m}{2}\right]=\frac{V_dI_m}{4}.
\]

For the second harmonic, \(V_2\) is imaginary and \(I_2\) real, so \(P_2=0\). No higher harmonic carries power, because its voltage is zero. The supply gives

\[
P_{dc}=V_dI_0=\frac{V_dI_m}{\pi},\qquad
\eta=\frac{P_1}{P_{dc}}=\frac{\pi}{4}.
\]

This proves the power part of the statement.

The time domain shows why \(b\) drops out. The voltage added by \(b\) is \(-bV_d(1-\cos x)\sin x\), an odd function. The current is even, so whatever heat this voltage adds on one side of \(x=0\) it removes on the other. With angle brackets for the cycle average, the dissipation is

\[
\langle vi\rangle=V_d\langle i\rangle-V_d\langle i\cos x\rangle
=V_dI_m\left(\frac1\pi-\frac14\right),
\]

where \(\langle i\cos x\rangle=I_1/2=I_m/4\). This equals \(P_{dc}-P_1\), so the energy balance closes. The fundamental voltage amplitude does grow, to \(V_d\sqrt{1+b^2}\), but the growth is in quadrature with the current and represents stored energy exchanged with the load.

## Why the range of b is needed

The factor \(1-\cos x\) is never negative. If \(|b|\le1\), then \(b\sin x\le1\), the second factor is also non-negative, and \(v\ge0\). Conversely,

\[
v(\pi/2)=V_d(1-b),\qquad v(-\pi/2)=V_d(1+b).
\]

The first is negative for \(b>1\), the second for \(b<-1\). This completes the proof.

## Loads to present

The load current flows opposite to the drain current, so \(Z_n=-V_n/I_n\). Define the class-B load resistance \(R=2V_d/I_m\). Then

\[
Z_1=\frac{V_d(1-jb)}{I_m/2}=R(1-jb),
\]

\[
Z_2=\frac{jbV_d/2}{2I_m/(3\pi)}=\frac{3\pi jbV_d}{4I_m}=j\frac{3\pi}{8}bR .
\]

The last step uses \(V_d/I_m=R/2\). Even harmonics from the fourth upward must be shorted, since they carry current but must have no voltage. Odd harmonics from the third upward carry no current in this model, and any finite load leaves their voltage at zero.

The two reactances have opposite signs. For \(b<0\) the fundamental load is inductive and the second-harmonic load capacitive, which suits a transistor with output capacitance. For \(b>0\) the roles are exchanged.

**Using the output capacitance.** Suppose the external circuit is open at the second harmonic, so that the output capacitance \(C\) alone forms \(Z_2=-j/(2\omega C)\). Equating this to \(j(3\pi/8)bR\) gives

\[
b_C=-\frac{4}{3\pi\,\omega CR}.
\]

The condition \(|b_C|\le1\) requires \(\omega CR\ge4/(3\pi)\approx0.424\). Below this value, the external circuit must add susceptance at the second harmonic: either capacitive, keeping \(b<0\), or inductive and large enough to pass well beyond resonance with \(C\), giving \(0<b\le1\). For large \(\omega CR\), \(b_C\) tends to zero and the capacitance approaches the class-B short. At the fundamental the external circuit must supply the admittance \(1/Z_1-j\omega C\), because \(C\) already contributes \(j\omega C\).

## The price: peak voltage

Equal power at equal supply does not mean equal voltage stress. Write \(w=v/V_d\), \(c=\cos x\), \(s=\sin x\), and take \(0\le b\le1\); negative \(b\) follows from \(x\to-x\). Differentiation gives

\[
w'=s(1-bs)-bc(1-c)=s-b(s^2+c-c^2).
\]

With \(s^2=1-c^2\), the last bracket is \(1+c-2c^2=(1-c)(1+2c)\). Away from the zero at \(x=0\), divide \(w'=0\) by \(1-c\) and use \(s/(1-c)=\cot(x/2)\equiv t\):

\[
t=b(1+2c),\qquad c=\frac{t^2-1}{t^2+1}.
\]

Since \(1+2c=(3t^2-1)/(t^2+1)\), this becomes

\[
g(t)=t^3-3bt^2+t+b=0 .
\]

The global maximum has \(t\le0\). Indeed \(t>0\) means \(0<x<\pi\), where \(s>0\) and hence \(w\le1-c<2\), whereas \(w(\pi)=2\). There is one such root, because \(g(0)=b\ge0\), \(g\to-\infty\) as \(t\to-\infty\), and \(g'=3t^2-6bt+1>0\) for \(t\le0\).

To find the height, note that \(st=s^2/(1-c)=1+c\). Multiplying the stationary condition by \(s\) then gives \(bs=(1+c)/(1+2c)\), so \(1-bs=c/(1+2c)\). The ratio of peak to supply voltage is

\[
m(b)=\frac{c(1-c)}{1+2c}.
\]

At \(b=0\), \(t=0\), \(c=-1\) and \(m=2\). At \(b=1\) the cubic factors as \((t-1)(t^2-2t-1)\). Its negative root \(t=1-\sqrt2\) gives \(c=-1/\sqrt2\) and

\[
m(1)=\left(1+\frac1{\sqrt2}\right)^2\approx2.914 .
\]

The peak rises steadily between these ends. At a maximum, a shift of its position has no first-order effect, so \(dm/db=\partial w/\partial b=-(1-c)s\), which is positive for \(b>0\) because the maximum lies in \(\pi<x<2\pi\).

For small \(b\), put \(x=\pi+\delta\). To second order in the small quantities, \(w\approx2+2b\delta-\delta^2/2\), which is largest at \(\delta=2b\). Hence \(m\approx2+2b^2\): a modest \(b\) costs little.

If the permitted peak voltage \(V_M\) and \(I_m\) are held fixed instead of the supply, then \(V_d=V_M/m\) and

\[
P_1=\frac{V_MI_m}{4m(b)} .
\]

Relative to class B at the same limit, power is multiplied by \(2/m\), while the efficiency of the ideal transistor remains \(\pi/4\). In a real transistor the knee voltage takes a larger share of the reduced supply, so the efficiency falls too.

## Why the phase alignment matters

Keep the voltage fixed but delay the current by \(\varphi\), so that \(I_n\) becomes \(I_ne^{-jn\varphi}\) and its conjugate \(I_ne^{jn\varphi}\). Then

\[
P_1=-\frac{V_dI_m}{4}\mathrm{Re}[(-1+jb)e^{j\varphi}]
=\frac{V_dI_m}{4}(\cos\varphi+b\sin\varphi),
\]

\[
P_2=\frac{V_dI_2}{4}\mathrm{Re}[jbe^{2j\varphi}]
=-\frac{V_dI_m}{6\pi}\,b\sin2\varphi .
\]

Both now depend on \(b\). A negative \(P_2\) means that the second-harmonic termination must supply power, which no linear passive load can do. A voltage-dependent output capacitance is passive but not linear: it can transfer some power from the fundamental to the second harmonic, and this case lies outside the present model. A common delay of current and voltage, such as a transit time between gate and drain current, merely moves the time origin and leaves these powers and the loads unchanged.

## Worked example: a 1 mm gallium nitride transistor

Take \(V_d=28\) V, \(I_m=1.0\) A, \(C=0.4\) pF and a frequency of 3.5 GHz. Then \(R=2\times28/1.0=56\) Ω, and

\[
P_1=\frac{28\times1.0}{4}=7.00\ \mathrm{W}\quad(38.45\ \mathrm{dBm}).
\]

The supply delivers \(28\times0.3183=8.91\) W. The efficiency is 78.54 %, and 1.91 W heats the transistor. Integrating the waveforms numerically gives the same power and efficiency at all six values of \(b\) examined:

| \(b\) | Output (W) | Peak (V) | Power ratio at equal peak |
|---|---|---|---|
| 0 | 7.00 | 56.0 | 1.000 |
| ±0.5 | 7.00 | 65.5 | 0.854 |
| −0.862 | 7.00 | 77.0 | 0.728 |
| ±1 | 7.00 | 81.6 | 0.686 |

At \(|b|=0.5\) the small-\(b\) formula gives a peak of \(2.5\times28=70\) V, too high by about 7 %; the cubic should be used there. At \(b=1.05\) the voltage reaches −1.43 V, outside the permitted region.

**Loads.** Here \(\omega C=8.80\) mS and \(\omega CR=0.493\), so \(b_C=-0.4244/0.4926\approx-0.862\). The generator must see \(Z_1=56.0+48.2j\) Ω and \(Z_2=-56.8j\) Ω. Outside the capacitance, the fundamental load to build is \(24.7+42.4j\) Ω.

**Misalignment.** Delay the current by 20° with the voltage held fixed. At \(b=-1\) the fundamental power drops to 4.18 W, and 0.95 W goes into the second-harmonic load. At \(b=+1\) the fundamental power is 8.97 W, slightly more than the 8.91 W from the supply. The termination must then inject 0.95 W at the second harmonic, so with linear loads this is not a passive amplifier beating \(\pi/4\).

## Departures from the ideal model

The following effects are sized one at a time. They interact, so their losses should not simply be added.

**On-resistance.** A conducting transistor needs \(v\ge R_{on}i\). With \(V_k=R_{on}I_m\), use the lifted waveform

\[
v=V_k+(V_d-V_k)(1-\cos x)(1-b\sin x).
\]

For \(|b|\le1\) it satisfies \(v\ge V_k\ge R_{on}i\), and its mean is still \(V_d\). Every alternating component is scaled by \(1-V_k/V_d\), and so are the output power and the efficiency. The loads follow from \(R=2(V_d-V_k)/I_m\). With \(R_{on}=3\) Ω, the output is \(7.00\times25/28=6.25\) W and the efficiency 70.1 %. With 4.5 Ω, allowing for heat and charge trapping, they are 5.88 W and 65.9 %.

The smaller \(R\) also changes \(b_C\). At 4.5 Ω, \(R=47\) Ω and \(\omega CR=0.413\), just below the 0.424 threshold. The capacitance alone then gives \(b\approx-1.03\), slightly outside the range proved for the ideal transistor. The lifted waveform still satisfies \(v\ge R_{on}i\), because its small dip below \(V_k\) falls where the current is less than a quarter of its peak: the voltage there stays above 3.8 V, while \(R_{on}i\) is at most about 1 V. With the higher even harmonics shorted, no extra susceptance is therefore needed in this case.

**Higher harmonics.** If all harmonics above the first are left on the capacitance, the fourth is not shorted. Its current is \(2I_m/(15\pi)=0.042\) A and its voltage amplitude 1.21 V. Summed up to harmonic 200, the waveform dips to −0.23 V. Raising the supply by 0.23 V with the loads unchanged lifts the whole waveform without changing \(P_1\), and the efficiency becomes 77.9 %.

**Second-harmonic loss.** A quality factor of 30 gives a series resistance of \(56.8/30=1.89\) Ω. It absorbs only 0.043 W, but the voltage across it lowers the drain voltage at the current peak and takes the drain to −0.40 V. Raising the supply to remove the dip, with higher harmonics shorted, gives 77.4 %. The whole penalty comes from the raised supply. At the original supply voltage the fundamental output and the supply power are unchanged, and the power absorbed by the resistance is taken from the heat in the transistor.

**Heating.** Suppose the current falls to \(\sigma I_m\) while the loads stay fixed. All alternating voltages scale by \(\sigma\), giving \((1-\sigma)V_d+\sigma v\), which remains non-negative. Output power scales as \(\sigma^2\), supply power as \(\sigma\), and efficiency as \(\sigma\). The dissipation is

\[
P_h=V_dI_m\left(\frac{\sigma}{\pi}-\frac{\sigma^2}{4}\right).
\]

Take a base at 358 K, a thermal resistance of 12 K/W, and a current loss of 0.15 % per kelvin above 300 K. The self-consistent solution has \(\sigma=0.869\), \(P_h=2.46\) W and a channel at \(358+12\times2.46\approx388\) K. The output is 5.28 W and the efficiency 68.2 %. For a given \(\sigma\), raising the load impedances by \(1/\sigma\) restores the full voltage swing and the efficiency \(\pi/4\), with output power proportional to \(\sigma\). If the output capacitance forms \(Z_2\), that load cannot be raised; \(b\) then becomes \(\sigma b_C\), and \(Z_1\) must be recomputed for this value.

**Breakdown.** For a gate biased at −3 V and driven with 4 V amplitude, and with no delay between gate and drain, the drain-gate voltage peaks at 87.5 V for \(|b|=1\), against an assumed breakdown of 120 V. This margin holds for the specified loads; a mismatched antenna can change the waveform and must be assessed separately.

## Comparison with real devices

The supply, current per gate width, capacitance and resistances are rough typical values for gallium nitride on silicon carbide, not data for a particular product. The ideal 78.5 % is therefore not a prediction for a real amplifier. Among the effects sized in the previous section, the hot on-resistance costs most efficiency: it removes 12.6 percentage points, against 10.3 for heating with a fixed load. The ranking depends on the assumed value, since 3 Ω removes only 8.4 points. Heating costs more output power, 1.72 W against 1.12 W. Independence of \(b\) is also only approximate in practice. Trapping in these transistors generally becomes worse at higher drain voltage, and the peak voltage grows with \(|b|\); this link has not been sized. Output conductance, gradual turn-on, voltage-dependent capacitance and loss in the fundamental matching network are also left out.

For implementation, first choose \(R\) from the voltage swing left above the knee, then calculate \(b_C\). If \(|b_C|\le1\), or \(v\ge R_{on}i\) still holds slightly beyond that range, and the peak voltage is acceptable, the output capacitance can serve as the second-harmonic load, with the external circuit open at that harmonic. Otherwise add capacitive susceptance at the second harmonic to reduce \(|b|\), and recompute \(Z_1\) with the resulting \(b\). The higher even harmonics need a true short at the current generator, or can be left on the output capacitance with a slightly higher supply when \(\omega CR\) is near or above the value of the example. The dip grows as \(\omega CR\) falls: at \(\omega CR=0.1\) and the same \(b\) it is about 3.5 V, and the efficiency after raising the supply is about 70 %. A short reached through lead inductance can be worse than none: in the example, about 0.32 nH resonates with the output capacitance at the fourth harmonic and, unless losses or output conductance damp the resonance strongly, would drive the drain far below zero. Changing one reactance without the other leaves the family: the ideal waveform then dips below zero near the current peak, so the transistor can no longer deliver the assumed current at that supply voltage. The full set of values is in the numerical output below.

## Computed values

```
Supply 28 V, peak current 1.0 A, 3.5 GHz
Output capacitance 0.4 pF
Current: mean 0.3183 A, first 0.5000 A, second 0.2122 A
Class-B load resistance 56.0 ohm
Supply power 8.913 W, dissipation 1.913 W
Output power 7.000 W = 38.45 dBm
Family: b, output W, efficiency %, peak V, power ratio at equal peak
  -1.000  7.000  78.54  81.60  0.686
  -0.862  7.000  78.54  76.96  0.728
  -0.500  7.000  78.54  65.54  0.854
  +0.000  7.000  78.54  56.00  1.000
  +0.500  7.000  78.54  65.54  0.854
  +1.000  7.000  78.54  81.60  0.686
Lowest voltage at b = +1.05: -1.43 V
b set by output capacitance: -0.862
  Z1 = 56.0+48.2j ohm, Z2 = 0.0-56.8j ohm
  external Z1 outside the capacitance = 24.7+42.4j ohm
Current delayed by 20 deg: b, P1 W, P2 W
  -1  4.184  +0.955
  +0  6.578  +0.000
  +1  8.972  -0.955
On-resistance ohm, knee V, output W, efficiency %
  3.0  3.0  6.250  70.12
  4.5  4.5  5.875  65.92
Gate bias -3 V, gate drive amplitude 4 V
Drain-gate peak at |b| = 1: 87.5 V; breakdown 120 V
Higher harmonics on capacitance: fourth 1.21 V
  lowest -0.23 V, peak 76.64 V
  efficiency after raising supply 77.91 %
Second-harmonic Q 30: resistance 1.89 ohm
  power lost 0.0427 W, lowest voltage -0.40 V
  efficiency after raising supply 77.43 %
Thermal resistance 12 K/W, base 358 K
Current loss 0.15 %/K above 300 K
  channel 387.5 K, current factor 0.869
  dissipation 2.460 W, output 5.283 W
  efficiency with fixed load 68.23 %
```
